# Distance Between Two Trapped Electrons from a 10 MHz Triplet Splitting

## Problem

Two electrons sit in two separate traps of a silicon nitride charge-trap layer, one electron in each. Their spins form a triplet, \(S=1\). A spin-resonance measurement gives the magnitude of the axial zero-field splitting parameter, \(|D|=10\) MHz, in the convention

\[
\frac{H}{h}=D\left(S_z^2-\tfrac13 \mathbf S^2\right),
\]

where \(\mathbf S=\mathbf S_1+\mathbf S_2\) is dimensionless and \(z\) is the line joining the traps. Assume that the splitting comes entirely from the magnetic dipole interaction of two point-like spins with the free-electron value \(g=2.00232\).

Find the distance \(r\) between the traps. Then determine how the answer changes if the spins do not form a good triplet, or if the trap orbitals are extended.

## First estimate by scaling

An electron spin has a magnetic moment of about one Bohr magneton \(\mu_B\). Two such moments at distance \(r\) interact with an energy of order \(\mu_0\mu_B^2/(4\pi r^3)\). It is convenient to define

\[
K(r)=\frac{\mu_0}{4\pi}\frac{g^2\mu_B^2}{h r^3}=\frac{C}{r^3},\qquad C=52.041\ \text{MHz nm}^3 .
\]

Since \(g^2\approx4\), the estimated frequency is \(K/4\), or about \(13.0\ \text{MHz nm}^3/r^3\). Setting it equal to 10 MHz gives

\[
r_{\rm est}\approx(13.0/10)^{1/3}\ \text{nm}\approx1.1\ \text{nm}.
\]

Scaling fixes the power law and the nanometre range. It leaves open the numerical factor between the energy unit \(K/4\) and the splitting \(|D|\).

## Exact solution for point dipoles

**The interaction.** Away from its source, the field of a moment \(\mathbf m_1\) is \(\mathbf B=-(\mu_0/4\pi)\nabla(\mathbf m_1\cdot\mathbf r/r^3)\). Because \(\mathbf r/r^3=-\nabla(1/r)\), this equals \((\mu_0/4\pi)\nabla(\mathbf m_1\cdot\nabla)(1/r)\). The energy of the second moment is therefore

\[
U=-\mathbf m_2\cdot\mathbf B=-\frac{\mu_0}{4\pi}(\mathbf m_1\cdot\nabla)(\mathbf m_2\cdot\nabla)\frac1r .
\]

With \(\partial_i\partial_j(1/r)=(3n_in_j-\delta_{ij})/r^3\), where \(\mathbf n=\mathbf r/r\), and with \(\mathbf m_i=-g\mu_B\mathbf S_i\), the two minus signs of the moments cancel and

\[
\frac{H}{h}=K\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right].
\]

The static permittivity of the nitride does not appear, because the interaction is magnetic. The layer is taken as non-magnetic.

**Reduction to the total spin.** For two spins one-half, \(\mathbf S_i^2=3/4\) and \(S_{iz}^2=1/4\). Squaring the total spin and its \(z\) component gives

\[
\mathbf S^2=\tfrac32+2\,\mathbf S_1\cdot\mathbf S_2,\qquad S_z^2=\tfrac12+2S_{1z}S_{2z}.
\]

Solve these for the two products and insert them, with \(\mathbf n\) along \(z\):

\[
\mathbf S_1\cdot\mathbf S_2-3S_{1z}S_{2z}
=\tfrac12\left(\mathbf S^2-\tfrac32\right)-\tfrac32\left(S_z^2-\tfrac12\right)
=-\tfrac32\left(S_z^2-\tfrac13\mathbf S^2\right).
\]

The constants \(-3/4\) and \(+3/4\) cancel. Comparison with the definition of \(D\) yields

\[
D=-\tfrac32K(r).
\]

The dipolar \(D\) is negative. A measurement of \(|D|\) alone does not test this sign.

The Hamiltonian contains total-spin operators alone, so it does not connect the singlet with the triplet. The singlet has zero dipolar energy. In the triplet \(\mathbf S^2=2\), so the states \(T_\pm\) with \(S_z=\pm1\) lie at \(D/3\), and \(T_0\) with \(S_z=0\) lies at \(-2D/3\). Diagonalizing the four-state Hamiltonian, built from numerical second derivatives of \(1/r\) for a tilted pair axis, gives \(-3.333\) MHz twice, \(0\), and \(6.667\) MHz, as these formulas require.

**Inversion.** From \(|D|=\tfrac32C/r^3\),

\[
r=\left(\frac{3C}{2|D|}\right)^{1/3}
=\left(\frac{78.062}{10}\right)^{1/3}\text{nm}
=(7.806)^{1/3}\ \text{nm}=1.984\ \text{nm}.
\]

The separation is 2.0 nm to two figures.

**Rydberg units.** Use \(\mu_0=1/(\varepsilon_0c^2)\), \(\mu_B=e\hbar/2m\), \(\hbar/mc=\alpha a_0\) and \(e^2/(4\pi\varepsilon_0a_0)=2\) Ry:

\[
\frac{\mu_0}{4\pi}\mu_B^2=\frac{e^2}{4\pi\varepsilon_0}\,\frac{(\alpha a_0)^2}{4}=\frac{\alpha^2a_0^3}{2}\ \text{Ry}.
\]

Multiplication by \(\tfrac32g^2/r^3\) gives \(h|D|=3\alpha^2(g/2)^2(a_0/r)^3\) Ry. The same distance is 37.49 Bohr radii.

**Error of measurement.** Since \(r\propto|D|^{-1/3}\), differentiation gives \(\delta r/r=-\delta|D|/(3|D|)\). An uncertainty of 10 per cent in \(|D|\) is thus about 3.3 per cent in \(r\): 11 MHz corresponds to 1.922 nm and 9 MHz to 2.055 nm.

## Comparison of the estimate with the solution

The ratio of the two distances is \(1.984/1.092=1.82\), which is \(6^{1/3}\). The six can be traced in units of \(K/4\).

In \(T_\pm\) the moments are parallel to each other and to the pair axis. Their energy is \(D/3=-K/2\), or \(-2\) units, the classical energy of two moments placed head to tail.

In \(T_0\) the expectation values are \(\langle S_{1x}S_{2x}\rangle=\langle S_{1y}S_{2y}\rangle=1/4\) and \(\langle S_{1z}S_{2z}\rangle=-1/4\). The interaction weights the three products by \(1,1,-2\), so the energy is \(K(1/4+1/4+2/4)=K\), or \(+4\) units.

The splitting is the difference of these energies, \(4-(-2)=6\) units. The estimate counted one unit and placed the traps too close together by 45 per cent of the true distance. The cube root has reduced an error of a factor of six in energy to a factor of 1.8 in length.

## What the spectrum shows

In a strong magnetic field the spins are quantized along the field, at an angle \(\theta\) to the pair axis. Let \(S_B\) be the spin component along the field. The parts of \(S_z^2\) that change \(S_B\) are dropped, because the Zeeman frequency \(\nu\) is much larger than \(|D|\). What remains is

\[
S_z^2\to\cos^2\theta\,S_B^2+\tfrac12\sin^2\theta\,(\mathbf S^2-S_B^2).
\]

Subtracting \(\mathbf S^2/3\) and collecting terms gives

\[
S_z^2-\tfrac13\mathbf S^2\to\frac{3\cos^2\theta-1}{2}\left(S_B^2-\tfrac13\mathbf S^2\right).
\]

Let \(d=D(3\cos^2\theta-1)/2\). The levels are \(\pm\nu+d/3\) and \(-2d/3\), and the two allowed lines lie at \(\nu+d\) and \(\nu-d\). Their spacing is

\[
\Delta\nu=|D|\,|3\cos^2\theta-1| .
\]

Full diagonalization at \(\nu=9500\) MHz gives 20.000, 12.500 and 10.000 MHz at 0, 30 and 90 degrees. A spacing read from a spectrum therefore has to be assigned to an orientation before it is converted to \(|D|\).

## When the pair is not a good triplet

Let the two sites have resonance frequencies that differ by \(\delta\), through different \(g\) values or nuclear fields, and let an exchange term \(J\,\mathbf S_1\cdot\mathbf S_2\) act, with \(J>0\). Exchange puts the triplet at \(J/4\) and the singlet at \(-3J/4\). The site difference \((\delta/2)(S_{1B}-S_{2B})\) turns \(T_0\) into the singlet state with amplitude \(\delta/2\).

**Strong exchange.** For \(J\) much larger than \(\delta\) and \(|D|\), second-order perturbation theory raises \(T_0\) by \((\delta/2)^2/J=\delta^2/(4J)\). For a field along the pair axis, the signed spacing \(E_++E_--2E_0\) becomes \(2D-\delta^2/(2J)\). Since \(D<0\), its magnitude grows:

\[
\Delta\nu_\parallel\approx2|D|+\frac{\delta^2}{2J}.
\]

As an example, take \(\delta\) equal to a rough linewidth of 1.3 mT, or 36.43 MHz; some pairs in a layer will differ by more. For an error of 1 per cent in the spacing, \(\delta^2/(2J)=0.02|D|\), hence

\[
J=\frac{(36.43)^2}{0.04\times10}\ \text{MHz}\approx3.3\ \text{GHz}.
\]

Diagonalization at this exchange gives 20.200 MHz instead of 20 MHz, in agreement with the formula.

**No exchange, unlike spins.** If \(J=0\) and \(\delta\) is much larger than \(K\), the terms that exchange the two spin directions are ineffective. For a field along the pair axis, \(-2KS_{1z}S_{2z}\) is left. Flipping spin 1 from down to up then changes this energy by \(-K\) or \(+K\), depending on the direction of spin 2. Its two lines are \(2K\) apart, whereas the triplet lines are \(3K\) apart. At 1.984 nm the spacing would be 13.333 MHz.

Conversely, if an observed parallel spacing of 20 MHz belongs to unlike spins, then \(K=10\) MHz and

\[
r=(52.041/10)^{1/3}\ \text{nm}=1.733\ \text{nm}.
\]

The same spacing gives a distance 13 per cent shorter than the triplet reading. The statement that the pair is a triplet is thus part of the data needed for the inversion.

## When the orbitals are extended

A trap of depth \(E_t\) with tunnelling mass \(m^*\) has a wave function that decays over \(a=\hbar/\sqrt{2m^*E_t}\). The rough values \(E_t=1.5\) eV and \(m^*=0.4\) electron masses give \(a=0.252\) nm, which is not negligible beside 2 nm. The effect on \(D\) depends on the shape of the orbital.

**Spherical orbitals.** Take Gaussian orbitals whose density has standard deviation \(\sigma\) along each axis. The triplet requires an antisymmetric spatial state. In the relative coordinate \(\mathbf x\) its amplitude is proportional to

\[
e^{-|\mathbf x-\mathbf r|^2/8\sigma^2}-e^{-|\mathbf x+\mathbf r|^2/8\sigma^2}.
\]

On squaring, the cross term is proportional to \(e^{-(x^2+r^2)/4\sigma^2}\). It is spherical in \(\mathbf x\), so it has no axial dipolar average and changes the normalization alone, by the factor \(1-e^{-u^2}\) with \(u=r/2\sigma\).

The two direct terms contribute equally. Each is a Gaussian of variance \(2\sigma^2\) per axis, over which the average of \(1/x\) is \(\Phi(r)=\operatorname{erf}(u)/r\). The axial, traceless part of its second derivatives is proportional to \(\Phi''-\Phi'/r\), which equals \(3/r^3\) for points. The ratio to the point value is therefore

\[
\frac{r^3}{3}\left(\Phi''-\frac{\Phi'}{r}\right)=\operatorname{erf}u-u f'+\frac{u^2}{3}f'',
\]

where \(f=\operatorname{erf}u\), \(f'=2e^{-u^2}/\sqrt\pi\) and \(f''=-2uf'\). Including the normalization,

\[
\frac{D}{D_{\rm point}}=\frac{\operatorname{erf}u-\frac{2}{\sqrt\pi}e^{-u^2}\left(u+\frac23u^3\right)}{1-e^{-u^2}} .
\]

For \(\sigma=a\), the relative change of \(D\) is \(-9\times10^{-6}\). Non-overlapping spherical clouds act like points. The small number belongs to Gaussian tails. Orbitals proportional to \(e^{-\rho/a}\), with \(\rho\) measured from the trap centre, have the same mean square radius \(3a^2\) and overlap more: the relative change of \(D\) is then about \(-1.6\times10^{-3}\), or 0.05 per cent in \(r\).

**Directed orbitals.** Now let each density be a p-like lobe along the pair axis, proportional to \(z^2e^{-\rho^2/2w^2}\), with \(\rho\) measured from the trap centre. If \(G\) is the normalized Gaussian of variance \(w^2\) per axis, then \(w^2\partial_z^2G=(z^2/w^2-1)G\), so the lobe density is \((1+w^2\partial_z^2)G\). Two lobes give two such operators. Outside the overlap region the Gaussian average of \(1/r\) is again \(1/r\), and on the axis the dipolar kernel is \(\partial_z^2(1/z)=2/z^3\). Thus

\[
\left(1+2w^2\partial_z^2+w^4\partial_z^4\right)\frac{2}{z^3}
=\frac{2}{z^3}\left(1+\frac{24w^2}{z^2}+\frac{360w^4}{z^4}\right).
\]

The bracket, taken at \(z=r\), multiplies \(D\), apart from exponentially small overlap and exchange terms.

The lobe's mean square radius is \(5w^2\). Equating it to the spherical value \(3\sigma^2\) gives \(w=0.195\) nm. At \(r=1.984\) nm the factor is \(1+0.232+0.034=1.266\); direct quadrature over the two densities gives the same value, 1.2661. Because the factor itself depends on \(r\), the inversion must be repeated with it included. The result is 2.12 nm, 7 per cent above the point-dipole distance. A more compact lobe of this symmetric form gives a smaller shift, as \(w^2\) at leading order. The sign of the shift depends on direction. For two parallel lobes perpendicular to the pair axis, the leading correction to the axial part of the splitting is \(-12w^2/r^2\) instead of \(+24w^2/r^2\), so the inferred distance is shorter than the point-dipole value. A dangling bond is closer to an \(sp^3\) hybrid, with density \(\tfrac14(1\pm\sqrt3z/w)^2G\). Its centroid lies \(\sqrt3w/2\) from the trap centre, so for lobes that face each other or point apart the shift is linear in \(w\). At the same mean square radius, \(w=0.206\) nm, the distance between the centres is 2.38 nm for facing lobes, 1.74 nm for lobes pointing apart and 2.05 nm for lobes pointing the same way along the axis.

## Relation to a real nitride layer

For randomly placed traps of density \(n\), the chance of finding no neighbour within \(s\) is \(e^{-4\pi ns^3/3}\). Its integral over \(s\) is the mean nearest-neighbour distance, \(\Gamma(4/3)(3/4\pi n)^{1/3}\). This equals 1.984 nm at \(n=2.2\times10^{19}\ \text{cm}^{-3}\), a high but relevant density for charge-trap nitride, where \(10^{19}\ \text{cm}^{-3}\) is a rough order of magnitude. Real layers can break the model in several ways. If every trap at this density holds one spin, the pair is not isolated: for a trap whose nearest neighbour is at 1.984 nm, the median distance to the next one is about 2.5 nm, where the dipolar constant \(K\) is still about half that of the pair. The two-spin inversion therefore needs a pair well separated from other occupied traps. A silicon dangling bond that captures a second electron has paired spins and drops out of the experiment, so single occupation is a real restriction. The rough 1.3 mT linewidth exceeds the parallel spacing of 0.714 mT, so the pair of lines would not be resolved directly; \(|D|\) must come from a method that separates the coupling from the inhomogeneous width. The crude exchange scale \(E_te^{-2r/a}/h\) is 53 MHz, far below the 3.3 GHz found above. Its missing prefactor may be large, so this number does not exclude a good triplet, but it does not secure one either. If the pair is not a good triplet, the error can exceed the 13 per cent difference between 1.73 and 1.98 nm. For unlike spins with \(J\ll\delta\) and a field along the pair axis, exchange adds \(JS_{1z}S_{2z}\) to \(-2KS_{1z}S_{2z}\), and the spacing becomes \(|2K-J|\) instead of \(2K\). The rough values \(J=53\) MHz and \(\delta=36\) MHz lie in neither limit: for a pair at 1.984 nm the two strong lines are then 30.2 MHz apart, which a triplet reading would convert to 1.73 nm.

The remaining effects are smaller for these values. Raising \(g\) by 0.003 changes \(r\) by 0.1 per cent. Spin-orbit coupling adds an anisotropic exchange of order \((\Delta g/g)^2J\), about 0.007 MHz at \(J=3.3\) GHz; on this estimate it would reach 1 per cent of \(|D|\) near \(J=45\) GHz. This is a generic scale, not a threshold: with one orbital per trap, spin-orbit coupling in the hopping only rotates one spin relative to the other in the exchange term, and the exchange alone then leaves the three upper levels degenerate. The estimate does not hold when \(J\) is close to the Zeeman frequency \(\nu\): there the singlet crosses \(T_-\), and antisymmetric exchange, which is of first order in \(\Delta g/g\), can mix the two states and shift the lines more strongly. If the traps are neutral when empty, a rough relative permittivity of 7.5 gives a Coulomb repulsion of 0.097 eV between the electrons, well below the trap depth; for dangling bonds that are neutral when singly occupied, this net repulsion is absent. At 300 K and without an applied field, a rough attempt rate of \(10^{13}\ \text{s}^{-1}\) then gives a thermal emission time of about \(4\times10^{10}\) s, so thermal escape to the band does not limit the measurement in this model. Tunnelling from one trap to the other is not covered: the same attempt rate times \(e^{-2r/a}=1.45\times10^{-7}\) gives about 0.7 µs, so the pair survives only if double occupation of one trap costs energy or is blocked by the spin state. Programming fields are outside this estimate.

Within the point-dipole triplet model the distance is 2.0 nm. Already the second digit depends on the exchange regime and the orbital shape. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
input |D|: 10.0 MHz
free-electron g factor: 2.00232
dipolar constant K r^3: 52.041 MHz nm^3
constant 1.5 K r^3: 78.062 MHz nm^3
r cubed: 7.8062 nm^3
pair distance r: 1.9837 nm
pair distance r: 37.487 Bohr radii
dipolar frequency K at r: 6.6667 MHz
zero-field levels: [-3.333 -3.333  0.     6.667] MHz
r for |D| = 11 MHz: 1.922 nm
r for |D| = 9 MHz: 2.055 nm
Zeeman frequency used: 9500 MHz
triplet line spacing at 0 deg: 20.000 MHz
triplet line spacing at 30 deg: 12.500 MHz
triplet line spacing at 90 deg: 10.000 MHz
parallel spacing in field: 0.714 mT
rough linewidth, input: 1.3 mT
linewidth as frequency: 36.43 MHz
J for 1 % error at that site difference: 3318 MHz
parallel spacing at that J, diagonalized: 20.200 MHz
unlike-spin parallel spacing at r: 13.333 MHz
r if a 20 MHz spacing is from unlike spins: 1.733 nm
rough trap depth, input: 1.5 eV
rough tunnelling mass, input: 0.4 electron masses
orbital decay length = sigma: 0.252 nm
tunnelling factor exp(-2 r/decay length): 1.45e-07
crude exchange scale, no prefactor: 52.7 MHz
relative change of D, spherical orbitals: -9.2e-06
lobe width w: 0.195 nm
factor on D, axial p lobes at r: 1.2661
same factor by quadrature: 1.2661
r inverted with axial p lobes: 2.124 nm
trap density with mean neighbour at r: 2.18e+19 cm^-3
rough g shift, input: 0.003
r with g raised by that shift: 1.9857 nm
anisotropic exchange at J for 1 %: 0.0074 MHz
rough relative permittivity, input: 7.5
Coulomb repulsion at r: 0.097 eV
temperature, input: 300 K; kT: 0.0259 eV
rough attempt rate, input: 1e+13 1/s
thermal emission time, repulsion included: 3.7e+10 s
```
